# Subband Energies of a Hard-Wall Film with a Nonparabolic Conduction Band, part 2

An electron is confined in a thin III-V film, $0<z<L$, unbounded in $x$ and $y$. We seek its subband energies when the effective mass depends on energy. Hartree atomic units are used. Energies $E$ are measured from the film's conduction edge; its valence edge is at $-E_g$.

The two-band model has two-component conduction and valence envelopes $c$ and $v$, interband velocity $P$, $\mathbf p=-i\nabla$ and Pauli matrices $\boldsymbol\sigma$:

$$P\,(\boldsymbol\sigma\cdot\mathbf p)\,v=E\,c, \tag{1}$$

$$P\,(\boldsymbol\sigma\cdot\mathbf p)\,c=(E+E_g)\,v. \tag{2}$$

For $E>0$,

$$v=\frac{P\,(\boldsymbol\sigma\cdot\mathbf p)\,c}{E+E_g}. \tag{3}$$

At wavevector magnitude $k$, with band-edge mass $m$ and $\alpha=1/E_g$,

$$P^2k^2=E(E+E_g). \tag{7}$$

$$m=\frac{E_g}{2P^2},\qquad \frac{P^2}{E_g}=\frac{1}{2m}. \tag{8}$$

$$E(1+\alpha E)=\frac{k^2}{2m}. \tag{9}$$

The hard wall adopted is

$$c(0)=c(L)=0,\qquad v\ \text{free at both walls}. \tag{12}$$

It gives the normal momenta

$$k_n=\frac{n\pi}{L},\qquad n=1,2,3,\ldots \tag{20}$$

At in-plane momentum $q=0$, $c=A\sin(k_nz)$ with constant spinor $A$, and

$$v=-\frac{iPk_n}{E+E_g}\,\sigma_zA\cos(k_nz). \tag{21}$$

At any $q$, with $\varepsilon_n(q)$ the constant-mass energy,

$$E(1+\alpha E)=\varepsilon_n(q),\qquad
\varepsilon_n(q)=\frac{1}{2m}\left(\frac{n^2\pi^2}{L^2}+q^2\right). \tag{23}$$

$$E_n(q)=\frac{\sqrt{1+4\alpha\varepsilon_n(q)}-1}{2\alpha}. \tag{24}$$

For other walls, take $q=0$ and spin up, $v=-iu$. With band edges $E_c$, $E_v$ and prime for $d/dz$,

$$-P\,u'=(E-E_c)\,c,\qquad P\,c'=(E-E_v)\,u. \tag{14}$$

In a barrier with edges $E_c^b$, $E_v^b$, $c$ decays at rate $\kappa=\frac{1}{P}\sqrt{(E_c^b-E)(E-E_v^b)}$. At the left wall $u/c=r=P\kappa/(E-E_v^b)$, and the lowest state obeys

$$\frac{Pk}{E+E_g}\tan\frac{kL}{2}=r. \tag{22}$$

Wall (12) is $r\to\infty$: the barrier's conduction edge rises without bound, its valence edge fixed. If both edges recede symmetrically, $r\to1$.

### 2.3 Why the levels lie below the constant-mass result

Rearranging (23) gives the difference between the two energies,

$$\varepsilon_n(q)-E_n(q)=\alpha E_n(q)^2>0. \tag{26}$$

With the wall (12), every conduction level of the model thus lies strictly below its constant-mass counterpart with the same $m$, $L$, $n$ and $q$. For finite barriers this ordering can be reversed (Section 2.7). Because $E_n<\varepsilon_n$, the right side of (26) is less than $\alpha\varepsilon_n^2$, and the level is bounded on both sides:

$$\varepsilon_n-\alpha\varepsilon_n^2<E_n<\varepsilon_n. \tag{27}$$

The lower bound is also the leading correction for weak nonparabolicity. Expanding the square root in (24) gives

$$E_n=\varepsilon_n-\alpha\varepsilon_n^2+2\alpha^2\varepsilon_n^3-\cdots, \tag{28}$$

a series that converges for $4\alpha\varepsilon_n<1$. Cut off after its second term, it fails badly at larger energies: for $\alpha\varepsilon_n>1$ it places a conduction level below the conduction edge, although (24) is positive.

The physical cause is visible when (7) is written as

$$E_n=\frac{P^2(k_n^2+q^2)}{E_g+E_n},\qquad
\varepsilon_n=\frac{P^2(k_n^2+q^2)}{E_g}. \tag{29}$$

Coupling to the valence band pushes the conduction level upward. The constant-mass formula divides the squared coupling by the gap at the band edge. The actual level has already risen by $E_n$, so its distance from the valence edge is $E_g+E_n$, and the push is weaker. Dividing the two expressions gives $E_n/\varepsilon_n=1/(1+\alpha E_n)$, so the relative reduction grows with energy.

The comparison is made at fixed band-edge mass. For some other constant mass $M$, the reference level at $q=0$ is $k_n^2/(2M)$, while (9) gives $E_n=k_n^2/[2m(1+\alpha E_n)]$. The nonparabolic level is lower only if $M<m(1+\alpha E_n)$. If $M$ is fitted to an excited subband, the levels beneath that subband lie above the fitted constant-mass values.

The sign of $\alpha$ matters as well. In the two-band model $\alpha=1/E_g$ is positive. If (23) were used as an empirical dispersion with $\alpha<0$, then (26) would place its levels above the constant-mass ones, wherever real solutions exist.

### 2.4 Wide films, narrow films and level spacing

By (8), $4\alpha\varepsilon_n=4P^2k_n^2/E_g^2$ at $q=0$. Equation (24) can then be written as

$$E_n=-\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+P^2k_n^2}. \tag{30}$$

For a wide film, $Pk_n\ll E_g/2$, and the levels return to $k_n^2/(2m)$, proportional to $1/L^2$. For a narrow film, $Pk_n\gg E_g/2$, and they approach $n\pi P/L-E_g/2$. Within this model, confinement energy then grows only as $1/L$. This law is not a limit for real films. The omitted bare kinetic energy grows as $1/L^2$, but it equals the level only near $L\simeq\pi/(2P)$, a few bohr and less than one lattice constant. Finite barriers, other bands and valleys, and the breakdown of the envelope description intervene at larger widths.

The spacing follows from the slope of the dispersion. Differentiating (9) gives $(1+2\alpha E)\,dE=k\,dk/m$. Since (24) implies $1+2\alpha E=\sqrt{1+2\alpha k^2/m}$, the slope is

$$\frac{dE}{dk}=\frac{k}{m\sqrt{1+2\alpha k^2/m}}. \tag{31}$$

It is smaller than the constant-mass slope $k/m$. It also increases with $k$, because its square, $(k^2/m^2)/(1+2\alpha k^2/m)$, does so. For large $k$ it tends to $1/\sqrt{2\alpha m}$, which equals $P$ by (8).

The spacing $E_{n+1}-E_n$ is the integral of (31) over an interval of length $\pi/L$. It is therefore smaller than the constant-mass spacing, grows with $n$, and obeys

$$E_{n+1}-E_n<\frac{\pi P}{L}. \tag{32}$$

The constant-mass spacing, $(2n+1)\pi^2/(2mL^2)$, has no such bound.

### 2.5 Motion along the film

Nonparabolicity also couples the confinement energy to the in-plane motion. Let $E_n$ without an argument denote the subband bottom, and write $E_n(q)=E_n+w$. Subtracting (23) at $q=0$ from its value at $q$ gives

$$w+\alpha(2E_nw+w^2)=\frac{q^2}{2m}. \tag{33}$$

The term $2E_nw$ comes from $(E_n+w)^2-E_n^2$. Collecting the terms linear in $w$ and dividing by $1+2\alpha E_n$ gives

$$w(1+\alpha_nw)=\frac{q^2}{2m_n},\qquad
m_n=m(1+2\alpha E_n),\qquad
\alpha_n=\frac{\alpha}{1+2\alpha E_n}. \tag{34}$$

Each subband has the same form of dispersion as the bulk band, with a heavier mass and a smaller nonparabolicity parameter. The in-plane energy cannot be added as $q^2/(2m)$ to a fixed confinement energy.

Two different masses now appear. The factor $1+\alpha E$ relates energy to squared momentum, $E=k^2/[2m(1+\alpha E)]$, and determines the level. The factor $1+2\alpha E$ relates velocity to momentum, $dE/dk=k/[m(1+2\alpha E)]$, and determines the curvature at the subband bottom. Using the second factor in the level formula would replace (23) by $E(1+2\alpha E)=\varepsilon_n$, whose positive root is too low.

The state itself changes too. At $q=0$, the integrals of $\sin^2(k_nz)$ and $\cos^2(k_nz)$ over the film are both $L/2$. Equations (21) and (7) then give

$$\frac{\int|v|^2dz}{\int|c|^2dz}=\frac{P^2k_n^2}{(E_n+E_g)^2}
=\frac{E_n}{E_n+E_g}. \tag{35}$$

The valence share of the total probability is this ratio divided by one plus itself:

$$w_v=\frac{E_n}{E_g+2E_n}. \tag{36}$$

It is small near the band edge and approaches one half at high energy. In this model a strongly confined conduction state has a substantial valence component.

### 2.6 A film with round parameters

Take $m=0.05$, $E_g=0.02$ hartree and $L=200$ bohr. These are model values and represent no particular material. They give $\alpha=50$ hartree$^{-1}$ and $P=\sqrt{0.02/0.10}=0.4472$.

For the first level, $k_1=\pi/200=0.015708$ bohr$^{-1}$. The constant-mass energy is

$$\varepsilon_1=\frac{(0.015708)^2}{2(0.05)}=0.002467\ \text{hartree}. \tag{37}$$

With $4\alpha\varepsilon_1=0.4935$, equation (24) gives

$$E_1=\frac{\sqrt{1.4935}-1}{100}=0.002221\ \text{hartree}. \tag{38}$$

The level falls from 67.1 to 60.4 meV, a reduction of 10% relative to the constant-mass value. The first four levels at $q=0$ are as follows, with energies in hartree and masses in free-electron masses.

| $n$ | $\varepsilon_n$ | $E_n$ | $E_n/\varepsilon_n$ | $w_v$ | $m_n$ |
|---|---|---|---|---|---|
| 1 | 0.00247 | 0.00222 | 0.90 | 0.09 | 0.061 |
| 2 | 0.00987 | 0.00725 | 0.73 | 0.21 | 0.086 |
| 3 | 0.02221 | 0.01333 | 0.60 | 0.29 | 0.117 |
| 4 | 0.03948 | 0.01983 | 0.50 | 0.33 | 0.149 |

The fourth level lies at 539 meV instead of 1074 meV. Its energy is almost equal to the gap, so (29) nearly doubles the denominator and halves the level. For $n=3$, $\alpha\varepsilon_3=1.11$, and the first-order estimate in (27) is $-0.00245$ hartree. It remains a valid lower bound but is useless as an approximation.

The spacing $E_4-E_3=0.0065$ hartree is close to the limit $\pi P/L=0.0070$ hartree. The corresponding constant-mass spacing is 0.0173 hartree.

At $q=0.02$ bohr$^{-1}$, the constant-mass energy of the first subband is $0.002467+(0.02)^2/0.10=0.006467$ hartree. Equation (24) gives 0.005144 hartree, which is 0.002923 hartree above the subband bottom. The parabola with mass $m_1$ alone would give $(0.02)^2/(2\times0.0611)=0.00327$ hartree. This is 12% more than the actual rise, because it omits $\alpha_1$ in (34).

These levels were tested by diagonalising the Hamiltonian of (1) and (2) in a polynomial basis, which assumes neither the sine functions nor the dispersion. For the first four levels, at both values of $q$, the energies agree with (24) to better than $10^{-9}$ hartree. This agreement tests the derivation within the model; it does not measure the model's accuracy for a real film. The figures are in the numerical output.

### 2.7 Where the result changes

**The wall.** Let the barrier's valence edge stay at $-E_g$. Then $r=P\kappa/(E+E_g)$, and (22) becomes $k\tan(kL/2)=\kappa$. For the lowest state this means $kL/2=\pi/2-\arctan(k/\kappa)$. When $\kappa$ is large,

$$k\simeq\frac{\pi}{L}\left(1-\frac{2}{\kappa L}\right). \tag{39}$$

Penetration into the barrier lowers the momentum and hence the level. Since $\kappa$ grows as the square root of the barrier height, the approach to the hard wall is slow. In the example, a barrier of 1 hartree gives $E_1=0.00210$ hartree, about 5% below the hard-wall value. Raising the barrier from 100 to 10,000 hartree reduces the remaining error by a factor close to ten, as (39) predicts. Such heights serve only to test the limit.

If both barrier edges recede symmetrically, the same film has $kL/\pi=0.83$ and $E_1=0.00158$ hartree. This is 29% below the hard-wall value of (38), a larger change than the 10% caused by nonparabolicity in the first level. The wall condition is therefore as much a part of the result as the dispersion. For a real III-V channel, (12) is an idealisation: an insulating barrier has a finite height, and its valence edge usually lies well below that of the film. Both features lower the first level in the two-band model, so the hard-wall value can be much too high.

The ordering (26) also belongs to the wall (12). By (14), $u=c'/[2Pm(E)]$ with $m(E)=(E-E_v)/(2P^2)$, so a finite barrier matches $c$ and $c'/m(E)$. In the barrier the level lies below the conduction edge, and $m(E)$ is lighter than the barrier's band-edge mass. This raises the level. Compared with a parabolic well and barrier that use the band-edge masses, the first two-band level of the example film is about 4% higher for barrier edges at $0.01$ and $-0.025$ hartree, and about 9% higher for the symmetric wall.

**The bare kinetic energy.** From (9), the ratio of the omitted energy to the level is

$$\frac{k_n^2/2}{E_n}=m(1+\alpha E_n), \tag{40}$$

with $m$ in free-electron masses. It rises from 0.06 for $n=1$ to 0.10 for $n=4$. This ratio gives the size of the omitted term, not the resulting level shift. Restoring the term in the conduction row at fixed $m$, as in (41), also reduces $P$, and the levels then rise by 0.5% for $n=1$ and 3.4% for $n=4$. A $p^2$ term in the valence row matters more, because it raises the order of the equations and calls for a wall condition on $v$ as well. With $+p^2/2$ in the conduction row, $-p^2/2$ in the valence row, fixed $m$ and both envelopes zero at the walls, the first level of the example falls by 27% and the fourth by 11%, the first level coming close to that of the symmetric wall.

The ordering survives if the term is restored in the conduction row alone. Eliminating $v$ then gives

$$E=\frac{k^2}{2}+\frac{P^2k^2}{E+E_g}
<\frac{k^2}{2}+\frac{P^2k^2}{E_g}=\frac{k^2}{2m} \tag{41}$$

for $E>0$, where the last equality redefines $m$ to include both contributions. The wave equation still fixes $p^2c$ in terms of $c$, so $c=0$ at the walls gives the same $k_n$. The bound (32) does not survive: now $E>k^2/2$, and the spacing cannot remain bounded as $n$ increases.

**The potential and the other bands.** An electrostatic potential that varies across the film makes the denominator in (3) depend on position. It then no longer commutes with $p_z$, the envelopes are no longer simple sines, and $k_n$ no longer determines the energy. Remote bands and strain alter the dispersion itself. In real III-V crystals the split-off valence band makes $\alpha$ somewhat smaller than $1/E_g$, and satellite conduction valleys, some tenths of an electronvolt above the band edge, supply further subbands once the levels reach such energies. If the film keeps a uniform, isotropic dispersion and the wall still sets $c=0$ in a wave equation for $p^2c$, the momenta (20) remain valid, and the altered dispersion replaces (9).

## Computed values

```
band-edge mass m = 0.050 electron masses
gap Eg = 0.020 hartree
film width L = 200.0 bohr
alpha = 50.0 1/hartree
interband velocity P = 0.447214 atomic units
n=1: k_n = 0.015708 1/bohr, 4 alpha eps_n = 0.49348
  constant-mass eps_n = 0.0024674 hartree = 67.14 meV
  nonparabolic E_n = 0.0022208 hartree = 60.43 meV
  deficit eps_n - E_n = 0.0002466 hartree, E_n/eps_n = 0.9001
  first-order estimate = 0.0021630 hartree
  valence weight = 0.0909, in-plane mass = 0.06110 electron masses
  omitted (k_n^2/2)/E_n = 0.0556
n=2: k_n = 0.031416 1/bohr, 4 alpha eps_n = 1.97392
  constant-mass eps_n = 0.0098696 hartree = 268.57 meV
  nonparabolic E_n = 0.0072451 hartree = 197.15 meV
  deficit eps_n - E_n = 0.0026245 hartree, E_n/eps_n = 0.7341
  first-order estimate = 0.0049991 hartree
  valence weight = 0.2101, in-plane mass = 0.08623 electron masses
  omitted (k_n^2/2)/E_n = 0.0681
n=3: k_n = 0.047124 1/bohr, 4 alpha eps_n = 4.44132
  constant-mass eps_n = 0.0222066 hartree = 604.27 meV
  nonparabolic E_n = 0.0133266 hartree = 362.64 meV
  deficit eps_n - E_n = 0.0088800 hartree, E_n/eps_n = 0.6001
  first-order estimate = -0.0024501 hartree
  valence weight = 0.2857, in-plane mass = 0.11663 electron masses
  omitted (k_n^2/2)/E_n = 0.0833
n=4: k_n = 0.062832 1/bohr, 4 alpha eps_n = 7.89568
  constant-mass eps_n = 0.0394784 hartree = 1074.26 meV
  nonparabolic E_n = 0.0198256 hartree = 539.48 meV
  deficit eps_n - E_n = 0.0196528 hartree, E_n/eps_n = 0.5022
  first-order estimate = -0.0384489 hartree
  valence weight = 0.3324, in-plane mass = 0.14913 electron masses
  omitted (k_n^2/2)/E_n = 0.0996
largest |diagonalised - formula|, q=0, below 1e-9: True
in-plane momentum q = 0.020 1/bohr
n=1 at this q: constant-mass = 0.0064674 hartree
n=1 at this q: nonparabolic = 0.0051442 hartree
n=1 at this q: diagonalised = 0.0051442 hartree
gap x100: deficit/(alpha eps^2), n=1 = 0.99754
spacing limit pi P/L = 0.0070248 hartree
diagonalised spacing E_12 - E_11 = 0.0069715 hartree
barrier conduction edge 1 hartree: E_1 = 0.0021040 hartree
barrier conduction edge 100 hartree: E_1 = 0.0022087 hartree
barrier conduction edge 10000 hartree: E_1 = 0.0022196 hartree
both edges far away: E_1 = 0.0015816 hartree
both edges far away: k L/pi = 0.8317
```
